\section*{Real Bloch orbitals at the time-reversal-invariant points of a supercell, part 2}

In Hartree atomic units, a supercell has lattice vectors $\mathbf A_i$, volume $\Omega$ and reciprocal vectors $\mathbf B_i$ ($\mathbf A_i\cdot\mathbf B_j=2\pi\delta_{ij}$). Its one-electron Hamiltonian $H$, with local potential $V$, is real and periodic. How do its real orbitals relate to primitive-cell Bloch states, and what are the counts for a model crystal?

Orbitals are $\psi=e^{i\mathbf K\cdot\mathbf r}u=\sum_{\mathbf G}c(\mathbf G)e_{\mathbf q}$, with $u$ periodic, $e_{\mathbf q}=\Omega^{-1/2}e^{i\mathbf q\cdot\mathbf r}$, $\mathbf q=\mathbf K+\mathbf G$, $\mathbf G=\sum_im_i\mathbf B_i$ and $N$ plane waves with $q\le q_{\max}=\sqrt{2E_{\rm cut}}$. Also $c(\mathbf q)\equiv c(\mathbf G)$ and $h(\mathbf q,\mathbf q')=\langle e_{\mathbf q}|H|e_{\mathbf q'}\rangle$:
\begin{equation}h(-\mathbf q,-\mathbf q')=h(\mathbf q,\mathbf q')^*.\label{eq:hsym}\end{equation}
\begin{equation}N\approx\frac{\tfrac{4\pi}3q_{\max}^3}{(2\pi)^3/\Omega}=\frac{\Omega\,(2E_{\rm cut})^{3/2}}{6\pi^2},\label{eq:Nest}\end{equation}

Only at the eight inequivalent points $\mathbf K=\tfrac12\mathbf G_0$, $\mathbf G_0=\sum_in_i\mathbf B_i$, $n_i\in\{0,1\}$, can every level have real orbitals $\phi$. Conjugation $\Theta$ pairs $\mathbf G$ with $\bar{\mathbf G}=-\mathbf G-\mathbf G_0$ ($\mathbf q$ with $-\mathbf q$), giving $P$ pairs; the half set $\mathcal H$ has one member of each. Only $\mathbf K=0$ has a fixed point, $\mathbf q=0$.
\begin{equation}\psi\ \text{real}\quad\Longleftrightarrow\quad c(-\mathbf G-\mathbf G_0)=c(\mathbf G)^*\ \text{ for all }\mathbf G .\label{eq:constraint}\end{equation}
The tempting relation below holds only at $\mathbf K=0$:
\begin{equation}c(-\mathbf G)=c(\mathbf G)^*\qquad\text{(claimed)}.\label{eq:wrong}\end{equation}

For nondegenerate levels $\psi^*=M\psi$, $M=e^{i\alpha}$, and $e^{i\alpha/2}\psi$ is real; $|M|<1$ excludes this.
\begin{equation}M=\langle\psi|\psi^*\rangle=\sum_{\mathbf G}c(\mathbf G)^*\,c(-\mathbf G-\mathbf G_0)^* .\label{eq:M}\end{equation}
Gram construction: for $d$ degenerate orthonormal orbitals, the overlap matrix of their real and imaginary parts has $d$ eigenvalues 0 and $d$ eigenvalues 1; the latter's eigenvectors give real orbitals.

Storage falls from $2N$ to $N$ real numbers per orbital and $2N^2$ to $N^2$ per matrix, overlap multiplications from $4N$ to $N$.

With $C_{\mathbf q},S_{\mathbf q}=\sqrt{2/\Omega}\,(\cos,\sin)\,\mathbf q\cdot\mathbf r$, $h_\pm=h(\mathbf q,\pm\mathbf q')$, $h_0=h(0,\mathbf q')$:
\begin{align}\langle C_{\mathbf q}|H|C_{\mathbf q'}\rangle&=\tfrac12\,[h_++h_-+h_-^*+h_+^*]=\operatorname{Re}[h_++h_-],\label{eq:cc}\\
\langle S_{\mathbf q}|H|S_{\mathbf q'}\rangle&=\tfrac12\,i\cdot\tfrac1i\,[h_+-h_--h_-^*+h_+^*]=\operatorname{Re}[h_+-h_-],\\
\langle C_{\mathbf q}|H|S_{\mathbf q'}\rangle&=\tfrac1{2i}[h_+-h_-+h_-^*-h_+^*]=\operatorname{Im}[h_+-h_-],\\
\langle e_0|H|C_{\mathbf q'}\rangle&=\frac{h_0+h_0^*}{\sqrt2}=\sqrt2\operatorname{Re}h_0,\\
\langle e_0|H|S_{\mathbf q'}\rangle&=\frac{h_0-h_0^*}{i\sqrt2}=\sqrt2\operatorname{Im}h_0,\label{eq:zs}\end{align}
For real orbitals (last term at $\mathbf K=0$ only), and $f=c_1+ic_2$:
\begin{equation}\langle\psi_1|\psi_2\rangle=2\operatorname{Re}\sum_{\mathbf q\in\mathcal H}c_1(\mathbf q)^*c_2(\mathbf q)+c_1(0)c_2(0),\label{eq:ov}\end{equation}
\begin{equation}c_1(\mathbf G)=\frac{f(\mathbf G)+f(\bar{\mathbf G})^*}2,\qquad c_2(\mathbf G)=\frac{f(\mathbf G)-f(\bar{\mathbf G})^*}{2i}.\label{eq:fft}\end{equation}

\section{Folding}

Let $\mathbf A_i=N_i\mathbf a_i$ with primitive vectors $\mathbf a_i$ and primitive reciprocal vectors $\mathbf b_i$, so that $\mathbf B_i=\mathbf b_i/N_i$. Divide each index with remainder, $m_i=j_i+N_il_i$ with $0\le j_i<N_i$. Then
\begin{equation}
\mathbf q=\sum_i\Big(m_i+\frac{n_i}2\Big)\frac{\mathbf b_i}{N_i}=\mathbf k_{j}+\sum_il_i\mathbf b_i,\qquad \mathbf k_{j}=\sum_i\frac{n_i/2+j_i}{N_i}\,\mathbf b_i .
\end{equation}
The supercell basis is the disjoint union of the primitive bases at the $N_1N_2N_3$ points $\mathbf k_j$, with the same cutoff; their sizes $N_{\mathbf k}$ add up to $N$. If $H$ commutes with the translation by $\mathbf a_i$, which multiplies $e_{\mathbf q}$ by $e^{i\mathbf q\cdot\mathbf a_i}$, the matrix element of the commutator gives $h(\mathbf q,\mathbf q')\,[e^{i\mathbf q'\cdot\mathbf a_i}-e^{i\mathbf q\cdot\mathbf a_i}]=0$. So $h$ vanishes unless $\mathbf q-\mathbf q'$ is a primitive reciprocal vector. The matrix is block diagonal in $j$, each block is the primitive Hamiltonian at $\mathbf k_j$, and the supercell spectrum is the union of the primitive spectra.

The partner map $m_i\to-m_i-n_i$ sends the block $j_i$ to $\bar j_i=(-j_i-n_i)\bmod N_i$, which is the block of $-\mathbf k_j$. A block is its own partner when $N_i$ divides $2j_i+n_i$ for every $i$. The number $2j_i+n_i$ lies between $0$ and $2N_i-1$, so it must be $0$ or $N_i$, and it has the parity of $n_i$. For $n_i=0$ the value $0$ is always allowed and $N_i$ only if it is even. For $n_i=1$ the value $0$ is excluded and $N_i$ is allowed only if it is odd. The number of self-partner points is $s=s_1s_2s_3$ with
\begin{equation}
s_i=\begin{cases}1,&N_i\text{ odd},\\ 2,&N_i\text{ even},\ n_i=0,\\ 0,&N_i\text{ even},\ n_i=1.\end{cases}
\label{eq:s}
\end{equation}
These are primitive time-reversal-invariant points, and there the earlier argument applied to the block gives orbitals that are real and primitive Bloch states at once.

For a block with $\bar j\neq j$, an eigenstate $\psi_{\mathbf k}$ has its conjugate in a different block, orthogonal to it and of equal energy. The level is at least twofold. If it is exactly twofold, a real member of it is $\phi=\gamma\psi_{\mathbf k}+\gamma^*\psi_{\mathbf k}^*$, and normalization gives $2|\gamma|^2=1$. The orbital has weight $\tfrac12$ on $\mathbf k$ and $\tfrac12$ on $-\mathbf k$. It is a standing wave and not an eigenfunction of the primitive translations. More generally, $|c(\mathbf q)|=|c(-\mathbf q)|$ gives any real orbital equal weight on $\mathbf k$ and $-\mathbf k$.

The same symmetry thus appears in two forms. In the primitive cell it lets one of each pair $\pm\mathbf k$ be dropped. In the supercell it halves the numbers per orbital. Each saving is relative to the same scheme without the symmetry. Dropping points gives a factor of two for the paired points only; the $s$ self-partner points all remain, so four of the six points of the model below are kept when $s=2$. The supercell form does not use the primitive translations, so it survives a defect or a displaced atom. The folding formula also places the eight points themselves: for a $2\times2\times2$ multiple of the supercell at its own zone centre, $\kappa_i=j_i/2$, and \eqref{eq:s} gives $s=8$. All eight are pieces of one zone-centre problem.

\section{The model}

The parameters are round model values. The primitive vectors are $(4,0,0)$, $(1,4.5,0)$ and $(0.5,0.5,5)$ bohr, with volume $90.0$ bohr$^3$. The local potential is a lattice sum of wells $-V_0e^{-|\mathbf r-\boldsymbol\tau|^2/2\sigma^2}$: atom A at fractional position $(0.1,0.2,0.15)$ with $V_0=2.0$ Ha, $\sigma=0.9$ bohr, and atom B at $(0.4,0.55,0.75)$ with $V_0=1.0$ Ha, $\sigma=0.7$ bohr. An inversion centre would have to map each sublattice onto itself, which requires $2(\boldsymbol\tau_B-\boldsymbol\tau_A)$ to be a lattice vector; the difference $(0.3,0.35,0.6)$ does not meet this. Each A atom carries $D\sum_{\alpha}|\beta_\alpha\rangle\langle\beta_\alpha|$ with $D=0.5$ Ha and $\beta_\alpha=\nu\,x_\alpha e^{-r^2/2s^2}$, $s=0.8$ bohr, measured from the atom. The integral $\int x^2e^{-r^2/s^2}d^3r=(\sqrt\pi s^3/2)(\sqrt\pi s)^2$ fixes $\nu^2=2/(\pi^{3/2}s^5)$. The Gaussian integral $\int e^{-i\mathbf q\cdot\mathbf r}e^{-r^2/2\sigma^2}d^3r=(2\pi)^{3/2}\sigma^3e^{-q^2\sigma^2/2}$, with $x_\alpha e^{-i\mathbf q\cdot\mathbf r}=i\,\partial e^{-i\mathbf q\cdot\mathbf r}/\partial q_\alpha$ for the projector and a factor $e^{-i\mathbf q\cdot\boldsymbol\tau}$ for the shift of origin, gives
\begin{align}
h(\mathbf q,\mathbf q')={}&\tfrac12q^2\delta_{\mathbf q\mathbf q'}-\frac{(2\pi)^{3/2}}\Omega\sum_{\boldsymbol\tau}V_0\sigma^3e^{-|\mathbf q-\mathbf q'|^2\sigma^2/2}e^{-i(\mathbf q-\mathbf q')\cdot\boldsymbol\tau}\nonumber\\
&+D\sum_{\boldsymbol\tau\in A,\ \alpha}\tilde\beta_{\boldsymbol\tau\alpha}(\mathbf q)\tilde\beta_{\boldsymbol\tau\alpha}(\mathbf q')^*,\\
\tilde\beta_{\boldsymbol\tau\alpha}(\mathbf q)={}&-i\nu(2\pi)^{3/2}s^5\,\Omega^{-1/2}q_\alpha\,e^{-q^2s^2/2}e^{-i\mathbf q\cdot\boldsymbol\tau},
\end{align}
with sums over the atoms of the cell. Reversing $\mathbf q$ in $\tilde\beta$ flips the sign of $q_\alpha$ and of the exponent, which is the same as conjugation, so \eqref{eq:hsym} holds term by term.

The supercell is $3\times2\times1$, $\Omega=6\times90.0=540.0$ bohr$^3$, and $E_{\rm cut}=5.0$ Ha ($136.06$ eV), $q_{\max}=3.1623$ bohr$^{-1}$. Energies below refer to this basis and are not extrapolated in the cutoff. Raising $E_{\rm cut}$ to $20$ Ha moves the levels $-0.4511$, $-0.4151$ and $-0.2671$ Ha quoted below to $-0.4533$, $-0.4172$ and $-0.2711$ Ha, and the value $|M|=0.9825$ of the last section to $0.9805$; the symmetry statements hold at any cutoff. The numerical check produces all numbers for $E_{\rm cut}=5.0$ Ha.

\subsection{Counts}

Equation \eqref{eq:Nest} gives $540.0\times3.1623^3/(6\pi^2)=288.4$. The exact counts are as follows, with $F$ the number of fixed points, $s$ the number of self-partner $\mathbf k$, and $E_0$ the lowest level.

\begin{center}
\begin{tabular}{ccccccc}
$n_1n_2n_3$ & $N$ & $P$ & $F$ & $s$ & singlets & $E_0$ (Ha)\\
000 & 299 & 149 & 1 & 2 & 95 & $-0.4511$\\
001 & 286 & 143 & 0 & 2 & 92 & $-0.3754$\\
010 & 290 & 145 & 0 & 0 & 0 & $-0.4026$\\
011 & 272 & 136 & 0 & 0 & 0 & $-0.3352$\\
100 & 296 & 148 & 0 & 2 & 100 & $-0.4151$\\
101 & 278 & 139 & 0 & 2 & 96 & $-0.3414$\\
110 & 294 & 147 & 0 & 0 & 0 & $-0.3804$\\
111 & 280 & 140 & 0 & 0 & 0 & $-0.3146$
\end{tabular}
\end{center}

The counts lie between $272$ and $299$, from $5.7\%$ below to $3.7\%$ above the smooth estimate, and only the zone centre has odd $N$. At $\mathbf K=0$ an orbital needs $2\times149+1=299$ real numbers instead of $598$; at $\mathbf K=\mathbf B_1/2$ it needs $2\times148=296$ instead of $592$. At eight bytes per real number the latter is $8\times296=2368$ bytes instead of $4736$, the full matrix takes $8\times296^2=700928$ bytes instead of $1401856$, and an overlap takes $296$ multiplications instead of $4\times296=1184$. At $\mathbf K=0$ the figures are $2392$ against $4784$ bytes, $715208$ against $1430416$ bytes and $299$ against $1196$ multiplications. These are counts and not timings. The lowest level at $\mathbf K=0$ is $-0.4511$ Ha, or $-12.27$ eV.

The number of free parameters is tested without the partner map. The imaginary part of $\psi$ on a real-space grid is a real-linear function of the $2N$ numbers $\operatorname{Re}c,\operatorname{Im}c$, and the dimension of its null space is found to be $N$ at all eight points. The formulas \eqref{eq:cc} to \eqref{eq:zs} are tested against a matrix built by real-space quadrature of cosines, sines, potential and projectors in real arithmetic. The largest absolute difference of an element is $2.2\times10^{-14}$ Ha, and the eigenvalues of the quadrature matrix differ from those of the complex matrix by at most $2.7\times10^{-14}$ Ha. Equations \eqref{eq:ov} and \eqref{eq:fft} are tested on random constrained vectors against grid values.

\subsection{One coefficient pair}

At $\mathbf K=\mathbf B_1/2$ the first nondegenerate level lies above two doublets and is the fifth eigenvalue counted with multiplicity, at $-0.267060$ Ha. Its largest coefficient in the half set has $\mathbf G=(1,0,0)$ in units of the $\mathbf B_i$. The partner is $-(1,0,0)-(1,0,0)=(-2,0,0)$, where \eqref{eq:wrong} would point to $(-1,0,0)$. The wave vector is $\mathbf q=\tfrac32\mathbf B_1=\tfrac12\mathbf b_1$, a self-partner point, as a singlet requires. With the phase first chosen to make this coefficient positive,
\begin{equation}
c(\mathbf G)=0.625732,\qquad c(\bar{\mathbf G})=0.471322+0.411579\,i ,
\end{equation}
which violates \eqref{eq:constraint}. The sum \eqref{eq:M} over all 296 coefficients gives $|M|=1$ to ten decimals and $\alpha=-0.717834$ rad. The relation $\psi^*=M\psi$ predicts $c(\bar{\mathbf G})=M^*c(\mathbf G)^*=0.625732\,e^{+0.717834i}$, and indeed $\arctan(0.411579/0.471322)=0.71783$. Multiplying by $e^{i\alpha/2}$ with $\alpha/2=-0.358917$,
\begin{align}
c(\mathbf G)&\to0.625732\,(0.936278-0.351260\,i)=0.585859-0.219795\,i,\\
c(\bar{\mathbf G})&\to0.625732\,e^{(0.717834-0.358917)i}=0.585859+0.219795\,i .
\end{align}
The two are now conjugates. The orbital is real while its coefficients stay complex.

\subsection{Folding and degenerate levels}

With $N_1=3$ and $N_3=1$ odd and $N_2=2$ even, \eqref{eq:s} gives $s=1\cdot2\cdot1=2$ for $n_2=0$ and $s=0$ for $n_2=1$, as in the table. The union of the six primitive spectra matches the supercell spectrum to $1.2\times10^{-14}$ Ha. That the points with $s=0$ have no singlet follows from the derivation. That no level is more than twofold, and that the number of singlets equals the number of plane waves in the self-partner blocks, is a property of this low-symmetry model, and the program asserts it with a threshold of $10^{-9}$ Ha for calling two levels equal. At $n=(1,0,0)$ the remaining $296-100=196$ states form $98$ doublets. The lowest, at $-0.415120$ Ha, belongs to $\mathbf k=0.8333\,\mathbf b_1$, that is $\tfrac56\mathbf b_1$, equivalent to $-\tfrac16\mathbf b_1$, and to its partner $\tfrac16\mathbf b_1$; the real orbital has weights $0.500000$ and $0.500000$.

For the ten lowest distinct levels at each point, the eigenvectors are mixed by a random unitary matrix and passed through the Gram construction. The program asserts $d$ eigenvalues 0 and $d$ eigenvalues 1, orthonormality and the eigenvalue equation for the resulting vectors, and, for the first vector of each level, the weights $1/d$ and, at the seven points $\mathbf K\ne0$, that no constant phase makes its $u$ real. The last property already follows from $u=e^{-i\mathbf G_0\cdot\mathbf r/2}\phi$ with $\phi$ real, so it is not an independent check, and other combinations within a doublet are not examined. The imaginary part of these orbitals at random points is at most $7.2\times10^{-17}$ bohr$^{-3/2}$. Since the vectors obey \eqref{eq:constraint} by construction, this number checks the partner map; the physics is checked by the eigenvalue equation.

\section{Where the result stops}

\paragraph{General $\mathbf K$.} Conjugation maps $\mathbf K$ to the inequivalent point $-\mathbf K$, and no constant phase makes $\psi$ real. If one did, the real and imaginary parts at a set of points would be proportional, and the two-column matrix formed from them would have a vanishing second singular value. For the lowest state at $\mathbf K=0.3\,\mathbf B_1$ the ratio of the singular values on one random sample of points is $0.56$. A different saving exists in a crystal with an inversion centre at the origin: then $h(-\mathbf q,-\mathbf q')=h(\mathbf q,\mathbf q')$ between the problems at $\pm\mathbf K$, which with \eqref{eq:hsym} makes $h$ real and allows real coefficients $c$ at any $\mathbf K$. The model has no such centre.

\paragraph{A term odd under time reversal.} Add $H_1=\tfrac12(\mathbf A\cdot\mathbf p+\mathbf p\cdot\mathbf A)$ with $\mathbf A=\mathbf a\cos\mathbf b_1\cdot\mathbf r$. The cosine has the element $\tfrac12$ for $\mathbf q-\mathbf q'=\pm\mathbf b_1$, so $h_1=\tfrac14\mathbf a\cdot(\mathbf q+\mathbf q')$ for such pairs. This is real and odd, $h_1(-\mathbf q,-\mathbf q')=-h_1(\mathbf q,\mathbf q')^*$, opposite to \eqref{eq:hsym}. Between real functions $H_1$ has imaginary elements because $\mathbf p=-i\nabla$. For a nondegenerate level the first-order state is then $\phi+i\chi$ with $\chi$ real and orthogonal to $\phi$, and to second order in $\mathbf a$
\begin{equation}
|M|=\frac{|\int(\phi-i\chi)^2|}{1+\|\chi\|^2}=\frac{1-\|\chi\|^2}{1+\|\chi\|^2}\approx1-2\|\chi\|^2 .
\end{equation}
For $\mathbf a=(0.3,0.3,0.3)$ a.u.\ the lowest state at $\mathbf K=0$ has $|M|=0.9825$, so it cannot be made real. Read with the leading-order formula, this corresponds to $\|\chi\|^2\approx(1-0.9825)/2\approx0.009$; this reading is an inference and is not tested.

\paragraph{Spin-orbit coupling.} The term $\lambda\boldsymbol\sigma\cdot\mathbf L$ with $\mathbf L=\nabla V\times\mathbf p$ has $\mathbf L^*=-\mathbf L$. The symmetry is now $\Theta=i\sigma_y\times$conjugation, which acts as $(\psi_\uparrow,\psi_\downarrow)\to(\psi_\downarrow^*,-\psi_\uparrow^*)$. The identities $\sigma_y\sigma_x\sigma_y=-\sigma_x$, $\sigma_y^*=-\sigma_y$ and $\sigma_y\sigma_z\sigma_y=-\sigma_z$ give $\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma$, so the two signs cancel and $\Theta$ commutes with $\boldsymbol\sigma\cdot\mathbf L$. Applied twice it gives $(-\psi_\uparrow,-\psi_\downarrow)$, so $\Theta^2=-1$. If $\Theta\psi=M\psi$, antilinearity would give $\Theta^2\psi=M^*M\psi=|M|^2\psi$, which cannot equal $-\psi$. In fact
\begin{equation}
\langle\psi|\Theta\psi\rangle=\int(\psi_\uparrow^*\psi_\downarrow^*-\psi_\downarrow^*\psi_\uparrow^*)\,d^3r=0
\end{equation}
for every spinor. At the eight points $\Theta\psi$ is a second, orthogonal eigenstate with the same boundary condition, the Kramers partner, and no invariant orbital exists. With the model value $\lambda=0.5$ a.u., far above the physical prefactor $1/4c^2\approx1.3\times10^{-5}$ a.u., in the primitive cell, consecutive levels pair up to $7.1\times10^{-15}$ Ha at the eight primitive points, and the program asserts that $\Theta\psi$ of the lowest state solves the eigenvalue equation; the printed overlap $3.1\times10^{-17}$ only reflects the identity above. At $\mathbf k=(0.3,0.1,0.2)$ in units of the $\mathbf b_i$ the largest splitting of consecutive pairs is $0.085$ Ha. This maximum runs over the whole truncated spectrum and depends on the cutoff ($0.13$ Ha at $E_{\rm cut}=8$ Ha, for a pair near the cutoff edge, where the lowest pair splits by only $0.0046$ Ha); it shows only that the pairing is lost. A factor of two can still be had at the eight points, in another form: a spinor has $4N$ real numbers, and of each Kramers pair only one member has to be stored.

\section*{Numbers as computed}
\begin{verbatim}
primitive vectors (bohr): [[4.0, 0.0, 0.0], [1.0, 4.5, 0.0], [0.5, 0.5, 5.0]]
atom A: frac [0.1, 0.2, 0.15], depth 2.0 Ha, sigma 0.9 bohr
atom B: frac [0.4, 0.55, 0.75], depth 1.0 Ha, sigma 0.7 bohr
p projector on A: width 0.8 bohr, strength 0.5 Ha
supercell [3, 2, 1], volumes 90.0 and 540.0 bohr^3
ecut 5.0 Ha = 136.06 eV, q_max 3.1623 1/bohr
smooth estimate of N: 288.4
n | N | pairs | fixed | free reals | 2N | self k | singlets | E0 cplx, E0 real (Ha)
[0 0 0] | 299 | 149 | 1 | 299 | 598 | 2 | 95 | -0.451069, -0.451069
[0 0 1] | 286 | 143 | 0 | 286 | 572 | 2 | 92 | -0.375397, -0.375397
[0 1 0] | 290 | 145 | 0 | 290 | 580 | 0 | 0 | -0.402601, -0.402601
[0 1 1] | 272 | 136 | 0 | 272 | 544 | 0 | 0 | -0.335165, -0.335165
[1 0 0] | 296 | 148 | 0 | 296 | 592 | 2 | 100 | -0.415120, -0.415120
[1 0 1] | 278 | 139 | 0 | 278 | 556 | 2 | 96 | -0.341422, -0.341422
[1 1 0] | 294 | 147 | 0 | 294 | 588 | 0 | 0 | -0.380371, -0.380371
[1 1 1] | 280 | 140 | 0 | 280 | 560 | 0 | 0 | -0.314600, -0.314600
max |block formula - quadrature| 2.2e-14 Ha; spectra real vs complex 2.7e-14 Ha
max |primitive - supercell level| 1.2e-14 Ha; max |Im psi| 7.2e-17 bohr^-3/2
lowest level at K=0: -0.451069 Ha = -12.2742 eV
n=(1,0,0): first singlet is level 5, E = -0.267060 Ha
  G = [1 0 0], partner G = [-2  0  0] (units of B_i)
  gauge c(G)>0: c(G) = 0.625732+0.000000j, c(partner) = 0.471322+0.411579j
  |M| = 1.0000000000, alpha = -0.717834 rad
  real gauge: c(G) = 0.585859-0.219795j, c(partner) = 0.585859+0.219795j
  first doublet E = -0.415120 Ha, k = [0.8333 0.     0.    ], weights k, -k: 0.500000, 0.500000
n=[0 0 0]: orbital 4784 -> 2392 bytes, matrix 1430416 -> 715208 bytes, overlap 1196 -> 299 real mult.
n=[1 0 0]: orbital 4736 -> 2368 bytes, matrix 1401856 -> 700928 bytes, overlap 1184 -> 296 real mult.
generic K = 0.3 B1: singular-value ratio of (Re, Im) psi = 0.5576
term (A.p+p.A)/2, A = [0.3, 0.3, 0.3] cos(b1.r) a.u., K=0: |M| = 0.982492
spin-orbit lambda*sigma.(grad V x p), lambda = 0.5 a.u., primitive cell:
  eight points: max pair splitting 7.1e-15 Ha, max |<psi|Theta psi>| 3.1e-17
  k = (0.3,0.1,0.2): max pair splitting 0.08453 Ha
\end{verbatim}
